# Effective mobility limited by thermionic emission over grain boundaries

A polycrystalline film is modelled as a row of identical grains. The current crosses plane boundaries a distance $L$ apart, one after another. Each boundary carries an energy barrier of height $\varphi$ above the band edge in the flat interior of the grains, where the carrier density is $n$. The carriers have an isotropic parabolic band of mass $m$ and are non-degenerate. The barrier is much narrower than $L$.

The algebra uses atomic units, $e=\hbar=m_e=1$, and $kT$ is an energy. The $x$ axis points along the carrier drift. $F$ is the magnitude of the mean field, and hence of the mean force on a carrier, $J$ is the particle current density, and the effective mobility is defined by
$$\mu_{\rm eff}=\frac{J}{nF}.$$
The abbreviation $b=\varphi/kT$ is used throughout.

The worked example takes round model parameters: $T=300$ K, so $kT=0.02585$ eV, $m=0.3$, $\varphi=0.2$ eV, $L=10000$ Å and a mean free path $\ell=400$ Å. The interior Fermi level lies 0.15 eV below the band edge. The computed values quoted below are collected in the numerical output.

## (a) The flux that can cross

**Find the particle flux from one grain that reaches a boundary with enough energy to pass, if the carriers are in equilibrium and cross classically without scattering.**

**Solution.** The barrier depends on $x$ alone, so the transverse momentum is conserved and the transverse kinetic energy cannot help a carrier over. The condition is
$$\tfrac12 m v_x^2>\varphi,\qquad v_x>v_c=\sqrt{2\varphi/m}.$$
For a non-degenerate gas the occupation is proportional to $e^{-E/kT}$. It factorizes, and the transverse integrals only contribute to the density. The normalized distribution of $v=v_x$ is
$$f_M(v)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}.$$
Since $v\,e^{-mv^2/2kT}$ is the derivative of $-(kT/m)e^{-mv^2/2kT}$, the flux is
$$\Phi(\varphi)=n\int_{v_c}^{\infty}v f_M\,dv
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}\,e^{-\varphi/kT}
=n\sqrt{\frac{kT}{2\pi m}}\;e^{-b}.$$

The error from using Boltzmann statistics can be estimated. With $\eta=-0.15/0.02585=-5.80$, the Fermi function is $e^{\eta-\epsilon}-e^{2(\eta-\epsilon)}+\dots$, where $\epsilon$ is the kinetic energy over $kT$. A three-dimensional integral of $e^{-2\epsilon}$ is smaller than that of $e^{-\epsilon}$ by $2^{3/2}$, so the density falls by the fraction $e^{\eta}/2^{3/2}=0.0011$. The flux comes from the far tail and hardly changes. At given $n$ the true flux is therefore larger by 0.11%, as the Fermi-Dirac integration finds.

## (b) The linear response of one boundary

**A bias makes the electron energy drop by $V$ across a boundary. Find the net flux to first order in $V$. Does it matter how the drop is shared between the two sides of the barrier?**

**Solution.** Let the top of the barrier move down by $aV$ relative to the band edge of the left grain. The band edge of the right grain lies $V$ lower than that of the left one, so the carriers on the right see the height $\varphi-aV+V$. Both interiors stay neutral and keep the density $n$. Hence
$$J=\Phi(\varphi-aV)-\Phi(\varphi+(1-a)V)
=\Phi(\varphi)\left[e^{aV/kT}-e^{-(1-a)V/kT}\right].$$
Taking out the factor $e^{(a-1/2)V/kT}$ gives
$$J=2\,\Phi(\varphi)\,e^{(a-1/2)V/kT}\sinh\frac{V}{2kT}
=\Phi(\varphi)\left[\frac{V}{kT}+\left(a-\tfrac12\right)\frac{V^2}{(kT)^2}+\dots\right].$$
The linear term does not contain $a$. The reason is detailed balance: at $V=0$ the two fluxes cancel, so a change of barrier height common to both sides multiplies a net flux that is itself of first order. It therefore enters at second order.

For an even division, $a=1/2$, the current at $V=kT$ exceeds its linear value by the factor $2\sinh(1/2)=1.042$. The linear law thus requires the drop per boundary, not the voltage across the film, to be small compared with $kT$.

## (c) The effective mobility

**Assume that the whole voltage drops at the boundaries. Find the mobility, its value in the example, and the activation energy read from a plot of $\ln\mu$ against $1/kT$.**

**Solution.** There is one boundary per length $L$, so $V=FL$. With the linear flux of part (b),
$$\mu_b=\frac{J}{nF}=\frac{L}{kT}\sqrt{\frac{kT}{2\pi m}}\;e^{-b}
=\frac{L}{\sqrt{2\pi m kT}}\;e^{-\varphi/kT}.$$
In ordinary units the right side carries a factor $e$:
$$\mu_b=\frac{eL}{\sqrt{2\pi m kT}}\;e^{-\varphi/kT}.$$
The factor $L$ appears because larger grains mean fewer boundaries per length, and so a larger drop at each for the same mean field.

In the example $b=0.2/0.02585=7.74$ and $e^{-b}=4.37\times10^{-4}$. The prefactor is $1.90\times10^{5}$ Å$^2$/(V fs), so
$$\mu_b=1.90\times10^{5}\times4.37\times10^{-4}=83\ \text{Å}^2/(\text{V fs})=8.3\ \text{cm}^2/(\text{V s}).$$
The drop per boundary reaches $kT$ at a mean field of $2.6\times10^{-6}$ V/Å, and the field must stay well below this.

The density in $\mu_b$ is that of the grain interior. If the same conductivity is divided by another density $\bar n$, such as an average that includes the depleted regions, the quoted mobility becomes $(n/\bar n)\mu_b$.

For the activation energy put $\beta=1/kT$. Then $\ln\mu_b=\text{const}+\tfrac12\ln\beta-\beta\varphi$, and for constant $\varphi$, $m$ and $L$
$$-\frac{d\ln\mu_b}{d\beta}=\varphi-\frac{1}{2\beta}=\varphi-\frac{kT}{2}.$$
This is $0.200-0.013=0.187$ eV in the example. If the barrier itself varies as $\varphi=\varphi_0-\gamma T$, then $\beta\varphi=\beta\varphi_0-\gamma/k$. The slope then gives $\varphi_0-kT/2$, and the prefactor is multiplied by $e^{\gamma/k}$. The slope alone does not determine the barrier at the temperature of measurement.

## (d) When do the boundaries dominate?

**Include scattering inside the grains, with relaxation time $\tau$ toward a Maxwell distribution of the local density. Find the combined mobility and the condition for part (c) to hold.**

**Solution.** Let $U(x)$ be the small potential energy due to the bias inside a grain, and write $f=nf_M(1+\delta)$. The stationary Boltzmann equation to first order is
$$v\,\delta'+\frac{v}{kT}U'=\frac{\langle\delta\rangle-\delta}{\tau},$$
where $\langle\cdot\rangle$ is the average over $f_M$ and a prime is $d/dx$. The second term comes from the force $-U'$ acting on $\partial f_M/\partial v=-(mv/kT)f_M$. With $\chi=\delta+U/kT$ this becomes
$$v\,\chi'=\frac{\langle\chi\rangle-\chi}{\tau}.$$
The average $kT\langle\chi\rangle$ is the local shift of the electrochemical potential. To first order $f\propto e^{-(mv^2/2+U)/kT}(1+\chi)$. Total energy and $f$ are both conserved along a collision-free path, so $\chi$ is continuous along a path through or back from a boundary.

Inside a grain the equation is solved by $\chi=A-\kappa(x-v\tau)$: both sides equal $-\kappa v$. The current is
$$J=n\langle v\chi\rangle=n\kappa\tau\langle v^2\rangle=n\kappa\tau\frac{kT}{m}.$$
Without boundaries $\kappa=F/kT$, which gives the grain mobility $\mu_g=\tau/m$.

Now use this solution up to a boundary, neglecting its distortion within a few mean free paths. Let $\chi_L$ and $\chi_R$ be the values of $\langle\chi\rangle$ on the two sides. Slow carriers are reflected and give no net flux. Fast ones arrive with $\chi_L+\kappa\tau v$ from the left and $\chi_R+\kappa\tau v$, $v<0$, from the right. Their net flux is
$$J=\Phi(\chi_L-\chi_R)+2n\kappa\tau\int_{v_c}^\infty v^2f_M\,dv
=\Phi(\chi_L-\chi_R)+sJ,$$
where $s$ is the share of the grain's drift current carried by carriers able to cross. With $u=v\sqrt{m/2kT}$ and one integration by parts,
$$s=\frac{4}{\sqrt\pi}\int_{\sqrt b}^\infty u^2e^{-u^2}du
=2\sqrt{\frac b\pi}\,e^{-b}+\operatorname{erfc}\sqrt b .$$
The total drop per period is the sum of the drop in the grain and the jump at the boundary:
$$\frac{FL}{kT}=\kappa L+(1-s)\frac{J}{\Phi}.$$
Multiply by $nkT/(JL)$ and use $\kappa=Jm/(n\tau kT)$ and $\mu_b=\Phi L/(nkT)$:
$$\frac1{\mu_{\rm eff}}\simeq\frac1{\mu_g}+\frac{1-s}{\mu_b}.$$

For $b\gg1$, $s$ vanishes and the usual series law remains. For $b=0$, $s=1$ and the boundary resistance disappears, as it must when there is no barrier. The emission formula of part (c) would leave a finite resistance there, which shows that it needs a high barrier.

A numerical solution of the same Boltzmann equation, with the distribution near the boundary left free, tests this. For $b=3$ and $L=100\,\ell$, where $\ell=\tau\sqrt{kT/m}$, the share is $s=0.11$. On a grid of cells of length $\ell/4$ the solution gives $\mu_{\rm eff}/\mu_g=0.702$, and in the limit of fine cells 0.700. The plain series law gives 0.665 and the corrected law 0.691, so the error relative to the fine-cell limit falls from 5% to 1.3%. For $b=5$ and $L=400\,\ell$ the same cell length gives 0.526 and the fine-cell limit is 0.525. The plain law gives 0.518, an error of a little over 1%.

Boundaries dominate when $\mu_b\ll\mu_g$. Since $\mu_g=\tau/m=\ell/\sqrt{mkT}$,
$$\frac{\mu_b}{\mu_g}=\frac{L}{\sqrt{2\pi}\,\ell}\,e^{-b}\ll1,
\qquad L\ll\sqrt{2\pi}\,\ell\,e^{b}.$$
In the example the ratio is $(25/2.507)\times4.37\times10^{-4}=0.0044$. The upper length is $2.3\times10^6$ Å, far above $L$, so grain scattering is a small correction.

## (e) When is each boundary a separate event?

**A carrier that has crossed one boundary may reach the next before it relaxes. Find the correction for a high barrier, and the mobility of very short grains.**

**Solution.** For $\mu_b\ll\mu_g$ and $s\ll1$, the many slow carriers keep $\langle\chi\rangle$ nearly constant in each grain. Call it $\bar\chi$ in one grain and $\bar\chi-\Delta$ in the next, with $\Delta=FL/kT$. For fast carriers moving right, at distance $x$ from the left end of the grain, the equation of part (d) gives
$$\chi(x)=\bar\chi+C\,e^{-x/v\tau}.$$
Let $q=e^{-L/v\tau}$. The value at the end of one grain must equal the value at the start of the next:
$$\bar\chi+Cq=\bar\chi-\Delta+C\quad\Rightarrow\quad C=\frac{\Delta}{1-q}.$$
By reflection symmetry, fast carriers moving left arrive at the boundary with $\bar\chi-\Delta-Cq$. The difference between the two streams is $\Delta+2Cq=\Delta(1+q)/(1-q)$, so
$$J=n\Delta\int_{v_c}^{\infty}v f_M\,\coth\!\left(\frac{L}{2v\tau}\right)dv .$$
Without the hyperbolic cotangent this is the result of part (c).

*Long grains.* The integrand is concentrated a little above $v_c$, and $\coth(L/2v\tau)\to1$ when
$$L\gg v_c\tau=\sqrt{2b}\,\ell .$$
This length is 1570 Å in the example, about a sixth of $L$, and the average of the cotangent is 1.005. This rise of 0.5% competes with the fall of 0.4% from grain resistance. Together they would leave a rise of about 0.1%, while the full Boltzmann solution lies 0.3% above $\mu_b$. Terms neglected in these two estimates, such as the share $s=0.0015$ by which part (d) lowers the boundary resistance, are of the same size as the difference.

*Short grains.* For $L\ll v_c\tau$, $\coth y\simeq1/y$ over the velocities that matter, and
$$J\simeq\frac{2n\Delta\tau}{L}\int_{v_c}^\infty v^2f_M\,dv
=\frac{n\Delta\tau}{L}\,\frac{kT}{m}\,s .$$
With $\Delta=FL/kT$ this gives $\mu_{\rm eff}\simeq s\,\mu_g$, which is independent of $L$. Fast carriers pass boundary after boundary and are limited by scattering in the grains, while slow ones contribute almost nothing. The proportionality to grain size is lost.

For $L=\ell$ and the barrier of the example, the Boltzmann solution exceeds the formula of part (c) by a factor 8.39, equal to the averaged cotangent to the digits given. In units of $\mu_g$ the mobility is $8.39\times4.37\times10^{-4}/2.507=0.00146$, and $s=0.00145$.

Together with part (d), the formula of part (c) needs
$$\sqrt{2b}\,\ell\ll L\ll\sqrt{2\pi}\,\ell\,e^{b}.$$
The lower limit rests on a model in which one time $\tau$ relaxes both momentum and energy. If most collisions are elastic, energy relaxation has its own, longer length, which this model does not supply.

## (f) How wide may the barrier be?

**Take $U_b(x)=\varphi/\cosh^2(x/w)$ with $w=100$ Å. Estimate the effects of quantum transmission and of scattering inside the barrier.**

**Solution.** *Quantum transmission.* Near the top $U_b\simeq\varphi-\varphi x^2/w^2$. Setting this equal to $\varphi-\tfrac12m\omega^2x^2$ gives
$$\omega=\frac1w\sqrt{\frac{2\varphi}{m}} .$$
With $\xi=x\sqrt{m\omega}$ and $\varepsilon=(E-\varphi)/\omega$, the Schrödinger equation is $-\tfrac12\psi''-\tfrac12\xi^2\psi=\varepsilon\psi$. Far to the right the outgoing wave is $t\,\xi^{i\varepsilon-1/2}e^{i\xi^2/2}$. Continue it to the left through the upper half of the complex $\xi$ plane, $\xi=|\xi|e^{i\theta}$ with $\theta$ from 0 to $\pi$. For $\theta>\pi/2$ this term is the large one, so its coefficient is carried over reliably. It becomes the reflected wave, with amplitude
$$r=t\,(e^{i\pi})^{i\varepsilon-1/2}=-i\,e^{-\pi\varepsilon}\,t .$$
Flux conservation, $|r|^2+|t|^2=1$, gives $|t|^2=1/(1+e^{-2\pi\varepsilon})$.

At each energy the linear net flux is weighted by $|t|^2e^{-E/kT}$. With $z=2\pi\varepsilon$ and $\alpha=\omega/(2\pi kT)<1$, the ratio to the classical flux is
$$Q=\alpha\int_{-\infty}^{\infty}\frac{e^{-\alpha z}}{1+e^{-z}}\,dz
=\frac{\pi\alpha}{\sin\pi\alpha}
=\frac{\omega/2kT}{\sin(\omega/2kT)} .$$
To evaluate the integral $I$, compare it with the same integral along the line shifted by $2\pi i$. The pole at $i\pi$ has residue $e^{-i\pi\alpha}$, so $I(1-e^{-2\pi i\alpha})=2\pi i\,e^{-i\pi\alpha}$ and $I=\pi/\sin\pi\alpha$. Extending the range to $-\infty$ is justified for a high barrier.

Here $\omega=0.0319$ eV, $\omega/2kT=0.616$ and $Q=1.066$. Numerical solution of the Schrödinger equation for the full barrier gives 1.074. Tunnelling below the top outweighs reflection above it.

*Scattering.* If carriers instead diffused through the barrier with mobility $\mu_g$, the local density $ne^{-U_b/kT}$ would require an electrochemical energy drop, beyond that of a flat grain, of
$$V_d=\frac{J}{n\mu_g}\int\left(e^{U_b/kT}-1\right)dx .$$
Emission requires $V=JL/(n\mu_b)$. Their ratio is
$$\frac{V_d}{V}=\frac{\int(e^{U_b/kT}-1)\,dx}{\sqrt{2\pi}\,\ell\,e^{b}}=0.069 .$$
This compares two limiting mechanisms and is not a computed correction, but it shows that scattering in the barrier may lower the mobility by several per cent.

The two effects set opposite demands on the width. The ratio $V_d/V$ grows in proportion to $w$, while for small $\omega/kT$ the quantum excess estimated from the parabolic top, $Q-1\simeq(\omega/2kT)^2/6$, falls as $1/w^2$. At $w=100$ Å both numbers are about 7%. The two effects act in opposite directions, but $V_d/V$ is not itself the loss of mobility, so they cannot be assumed to cancel. The 8.3 cm$^2$/(V s) of part (c) is therefore the value of the classical, collision-free model, and for this barrier its second digit should not be relied on.

The width of 100 Å is a model choice. A 0.2 eV barrier formed by depletion, with a dopant density equal to the interior carrier density of the example ($1.2\times10^{16}$ cm$^{-3}$) and a relative permittivity of 10, would extend about 1300 Å on each side of the boundary. Scattering inside it would matter more, and it would no longer be much narrower than $L$.

## Values computed for the example and the checks

```
Temperature: 300 K
Carrier mass: 0.3 electron masses
Barrier height: 0.2 eV
Boundary spacing L: 10000 angstrom
Mean free path: 400 angstrom
Barrier width parameter w: 100 angstrom
Fermi level from interior band edge: -0.15 eV
Thermal energy kT: 0.025852 eV
Barrier / kT: 7.7363
Boltzmann factor exp(-barrier/kT): 0.00043666
Interior density: 1.2442e-08 angstrom^-3
One-way flux, quadrature / formula: 1.0011
Mobility prefactor: 1.8998e+05 angstrom^2/(V fs)
Boundary mobility, formula: 82.959 angstrom^2/(V fs)
Boundary mobility, converted: 8.2959 cm^2/(V s)
Boundary mobility, flux quadrature: 83.047 angstrom^2/(V fs)
Grain mobility: 19049 angstrom^2/(V fs)
Series mobility: 82.599 angstrom^2/(V fs)
Kinetic mobility: 83.197 angstrom^2/(V fs)
Kinetic / boundary formula: 1.0029
Boundary mobility / grain mobility: 0.0043551
Fast-carrier share s in the example: 0.0014542
Lower length scale for thermalization: 1573.4 angstrom
Upper length scale for dominance: 2.2962e+06 angstrom
Long-grain flight factor: 1.0052
Short-grain L / mean free path: 1
Short-grain kinetic / boundary formula: 8.3876
Short-grain flight factor: 8.3876
Zero-barrier kinetic / grain mobility: 1.0013
Low-barrier case, barrier / kT: 3
Low-barrier case, L / mean free path: 100
Low-barrier case, fast-carrier share s: 0.11161
Low-barrier case, kinetic / grain mobility: 0.70217
Low-barrier case, plain series / grain mobility: 0.66513
Low-barrier case, corrected series / grain mobility: 0.69095
Higher-barrier case, barrier / kT: 5
Higher-barrier case, L / mean free path: 400
Higher-barrier case, kinetic / grain mobility: 0.52596
Higher-barrier case, plain series / grain mobility: 0.51812
Field at which eFL = kT: 2.5852e-06 V/angstrom
Nonlinear / linear current at drop kT: 1.0422
Apparent activation energy: 0.18707 eV
Barrier minus kT/2: 0.18707 eV
Barrier-top quantum energy: 0.031875 eV
Quantum factor, Schrodinger: 1.074
Quantum factor, parabolic top: 1.0663
Drift-diffusion / emission resistance: 0.068809
```
